\section*{Full-Depletion Gate-Voltage Shift from Uniform Added Donors in Thin Films, part 2}

Stress with negative gate bias and light may leave extra positive donors in the amorphous-oxide film of a transistor. How far does this shift the gate voltage for full depletion, and how does the shift depend on the film thickness $d$?

The film, of permittivity $\varepsilon_s$, extends from the insulator at $x=0$ to the back surface at $x=d$. The gate lies beyond the insulator, whose capacitance per area is $C_i$. The elementary charge $q$ is positive, and densities of fixed charge count elementary charges. The donor charge density $N$ rises uniformly from $N_1$ to $N_2=N_1+\Delta N$.

With Fermi level $E_F$ and band edge $E_C$, the potential $\phi=(E_F-E_C)/q$ gives the electron density $n=N_ce^{\phi/V_T}$, where $N_c$ is the effective density of states and $V_T=k_BT/q$. Holes are neglected, donors are fully ionized and trapped charge is frozen, so that
\begin{equation}
\frac{d^2\phi}{dx^2}=-\frac{q}{\varepsilon_s}(N-n),\qquad
\left.\frac{d\phi}{dx}\right|_{x=d}=0 .
\label{eq:poisson}
\end{equation}
The second condition means no back-surface charge. Full depletion means $n(d)=n_c$, or $\phi(d)=\phi_c$, with the same small $n_c$ before and after stress. The gate voltage is then
\begin{equation}
V_{\rm fd}=V_0+\phi_c-AN+E,\quad
A=q\left(\frac d{C_i}+\frac{d^2}{2\varepsilon_s}\right),
\label{eq:recall}
\end{equation}
where $V_0$ does not depend on $N$ and $E$ is the small electron term. The two-term law, with its error, is
\begin{equation}
\Delta V_{\rm fd}=-A\Delta N+(E_2-E_1),\quad -n_cA<E_2-E_1<0 .
\label{eq:main}
\end{equation}
The sheet formula says that $\sigma$ positive charges per area at depth $x$ shift the voltage by $-q\sigma(1/C_i+x/\varepsilon_s)$.

The example has $d=40$ nm, a 100 nm insulator, relative permittivities 10 (film) and 3.9 (insulator), $T=300$ K, $N_1=1\times10^{17}$, $N_2=3\times10^{17}$ and $n_c=1\times10^{14}\ {\rm cm^{-3}}$. Its linear and quadratic terms are $-3.71$ V and $-0.29$ V, in total $-4.00$ V. An earlier table gave numerical shifts for $d=10$ to 60 nm in steps of 10 nm, with the same donor densities and insulator.

\subsection{A density that varies with depth}

The sheet formula applies slice by slice to any added profile $\Delta N(x)$:
\begin{equation}
\Delta V_{\rm fd}=-q\int_0^d\Delta N(x)\left(\frac1{C_i}+\frac x{\varepsilon_s}\right)dx,
\end{equation}
again apart from the change in the electron term. The insulator term depends on the total added charge, and the film term on its first moment. As a test case take the ramp $2\Delta N\,x/d$, which has the same total as the uniform density. The film integral becomes
\begin{equation}
\int_0^d\frac{2\Delta N x}{d}\,x\,dx=\frac{2\Delta N d^2}{3},
\end{equation}
which is $4/3$ of the uniform value $\Delta N d^2/2$. The shift should then be $-3.71-\tfrac43(0.29)=-4.10$ V. The formula and the numerical solution both give $-4.0979$ V. Moving the donors toward the back has changed the total by about 0.1 V, so one film thickness alone says little about their depth.

\subsection{Charge on the two surfaces}

Suppose that stress also adds $\sigma_0$ positive charges per area at the insulator and $\sigma_d$ at the back surface. The sheet formula with $x=0$ and $x=d$ gives
\begin{align}
\Delta V_{\rm fd}={}&-\frac q{C_i}(\sigma_0+\sigma_d)
-q\left(\frac{\Delta N}{C_i}+\frac{\sigma_d}{\varepsilon_s}\right)d\nonumber\\
&-\frac{q\Delta N}{2\varepsilon_s}d^2 .
\label{eq:surfaces}
\end{align}
Back charge therefore adds to the linear term and also produces a constant. A linear part in a plot of shift against thickness does not by itself prove that there are bulk donors. If $\Delta N$, $\sigma_0$ and $\sigma_d$ are the same for all the films compared, and if trapped charge does not change as the bands bend, the three coefficients determine the three densities: the quadratic one gives $\Delta N$, the linear one then gives $\sigma_d$, and the constant gives $\sigma_0$.

For $\sigma_d=10^{11}\ {\rm cm^{-2}}$ in the 40 nm film, the shift from the back charge alone is
\begin{equation}
-\frac{q\sigma_d}{C_i}-\frac{q\sigma_dd}{\varepsilon_s}
=-0.46\ {\rm V}-0.07\ {\rm V}\simeq-0.54\ {\rm V},
\end{equation}
the sum being rounded from unrounded terms. A numerical solution with this charge and $n_c=10^{11}\ {\rm cm^{-3}}$ agreed with the formula to within 0.1 mV.

The sign of the back charge matters for the definition of depletion. Positive charge makes $\phi$ rise toward the back, so the electron density still has its maximum there. Net negative charge makes $\phi$ fall near the back and moves the maximum into the film, or all the way to the insulator if it exceeds the donor charge $qNd$ in magnitude. A small electron density at $x=d$ then no longer shows that the film is empty, and a criterion based on the largest density or on the total number of electrons is needed.

\subsection{Holding the number of electrons fixed}

An electrical measurement may instead define the threshold by a fixed small current. At fixed mobility and drain voltage this means a fixed number $n_s$ of electrons per area, which is a different condition from a fixed back density.

Near full depletion the electrons barely affect the potential. With $s=d-x$, Poisson's equation gives a fall $w=qNs^2/(2\varepsilon_s)$ from the back, and hence a Gaussian layer
\begin{equation}
n=n_b\,e^{-s^2/(2L^2)},\qquad L^2=\frac{\varepsilon_sV_T}{qN},
\end{equation}
where $n_b$ is the density at the back and $L$ is the Debye length. If the film is several Debye lengths thick, the integral over $s$ may be extended to infinity:
\begin{equation}
n_s\simeq n_b\int_0^\infty e^{-s^2/(2L^2)}ds=n_bL\sqrt{\frac\pi2}.
\end{equation}
For the example $L$ is 12 nm before stress and 7 nm after it, so the 40 nm film meets this condition. Since $L\propto N^{-1/2}$, keeping $n_s$ fixed requires $n_b\propto N^{1/2}$. More donors squeeze the layer, and its density at the back must rise. The back potential $V_T\ln(n_b/N_c)$ then changes, and the shift becomes
\begin{equation}
\Delta V_{n_s}\simeq-A\Delta N+\frac{V_T}{2}\ln\frac{N_2}{N_1}.
\end{equation}
With $V_T=25.85$ mV and $N_2/N_1=3$ the extra term is $+14.2$ mV. A numerical search at fixed $n_s=10^8\ {\rm cm^{-2}}$ gave $+14.19$ mV. The correction is positive, so it makes the negative shift slightly smaller in magnitude.

\subsection{Using the edge of a depletion layer}

A third definition divides the film into a depleted layer next to the insulator and a neutral remainder, and calls the film fully depleted when the edge between them reaches $x=d$. If the donors are shallow enough to stay fully ionized in the neutral part, then $n=N$ and the potential there is $\phi_N=V_T\ln(N/N_c)$. This replaces $\phi_c$ in Eq.~(\ref{eq:recall}). With a sharp edge the voltage is
\begin{equation}
V_{\rm edge}=V_0+V_T\ln\frac N{N_c}-AN .
\end{equation}
The first two terms form the flat-band voltage of the doped film. They change with doping because the Fermi level of a neutral film moves toward the conduction band as $N$ rises. Subtraction gives
\begin{equation}
\Delta V_{\rm edge}=-A\Delta N+V_T\ln\frac{N_2}{N_1}.
\end{equation}
The logarithm is twice as large as for a fixed number of electrons, and equals $+28.4$ mV here. Deeper donors reduce it: with single-electron donors 0.1 eV below the band, about half of them before stress and two thirds after it would be neutral in the undepleted part. The logarithm, taken with the electron densities of that part, would then give only about 18 mV. For such donors the smearing of the edge, treated below for shallow donors, does not cancel in the shift, and it lowers the extra term further, to about 12 mV.

A real depletion edge is smeared over a few Debye lengths, so this result needs a test that does not assume a sharp edge. In a film 200 nm thick we searched for the gate voltage at which the missing electron charge $\int(N-n)\,dx$ equals $Nd$ with $d=40$ nm. To see what to expect, let $w$ now be the fall of $\phi$ below $\phi_N$. Multiplying Poisson's equation by the slope and integrating from the neutral region, as was done for the empty film, gives at the front
\begin{equation}
\frac{w'^2}{2}=\frac{qN}{\varepsilon_s}\left[w-V_T\left(1-e^{-w/V_T}\right)\right].
\end{equation}
The missing charge fixes $w'=qNd/\varepsilon_s$. When $w\gg V_T$ the exponential can be dropped, and
\begin{equation}
w\simeq\frac{qNd^2}{2\varepsilon_s}+V_T .
\end{equation}
The smearing therefore adds nearly the same $V_T$ to the bending in both states, and this cancels in the shift. The search gave an extra term of $+28.37$ mV, as expected.

The three criteria differ by tens of millivolts in a shift of 4 V. The pure two-term law belongs to the fixed back density. Since $\ln(N_2/N_1)<\Delta N/N_1$, either logarithmic term is less than the fraction $V_T/(AN_1)$ of $A\Delta N$. With $AN_1=2.0$ V this fraction is about 1.3\%.

\subsection{Deep states that empty as the bands bend}

So far trapped charge has been frozen. Let the film instead contain acceptor-like deep states of constant density $g$ per volume and per volt, the same before and after stress and in equilibrium with the film. Where $\phi$ lies below $\phi_c$ by $w$, the Fermi level is lower relative to these states, and $gw$ fewer of them are occupied. Let $N$ denote the net positive charge density at $\phi=\phi_c$, with the mobile electrons neglected. Then
\begin{equation}
\frac{d^2w}{ds^2}=\frac q{\varepsilon_s}(N+gw),\quad w(0)=w'(0)=0 .
\end{equation}
With $\lambda^2=\varepsilon_s/(qg)$ the solution is
\begin{equation}
w=\frac Ng\left(\cosh\frac s\lambda-1\right),
\end{equation}
since its second derivative is $(N/g\lambda^2)\cosh(s/\lambda)=(q/\varepsilon_s)(N+gw)$. The charge per area is $\varepsilon_sw'(d)=qN\lambda\sinh(d/\lambda)$. The voltage is again the film drop plus the insulator drop, and both are proportional to $N$, so
\begin{equation}
\Delta V=-\Delta N\left[\frac{\cosh(d/\lambda)-1}{g}+\frac{q\lambda}{C_i}\sinh\frac d\lambda\right].
\end{equation}
For $d\ll\lambda$ the expansions $\sinh z\simeq z$ and $\cosh z-1\simeq z^2/2$ restore the two-term law. For thicker films the dependence on $d$ is no longer a quadratic polynomial.

With $g=5\times10^{16}\ {\rm cm^{-3}\,eV^{-1}}$ the length $\lambda$ is 105 nm, and the shift of the 40 nm film gains a further $-0.09$ V. A numerical solution with these states and $n_c=10^{11}\ {\rm cm^{-3}}$ agreed with the formula to within 0.1 mV.

The extra shift is only 2\% of the total, but it is a third of the quadratic term. This matters when densities are read from a plot against thickness. With these states and no surface charge, a quadratic fitted to the shifts at the six thicknesses of the table, from 10 to 60 nm, passes within about 7 mV of every point. Yet it gives nearly twice the true $\Delta N$, together with false surface charges of about $5\times10^{12}\ {\rm cm^{-2}}$ of opposite signs. A good quadratic fit is therefore no proof that the fitted densities are right.

\subsection{The example beside a real device}

The parameters lie roughly in the regime of amorphous In--Ga--Zn oxide transistors on silicon dioxide: a film tens of nanometres thick, a relative permittivity near 10 and a gap near 3 eV. The donor densities are round choices, and in practice they vary strongly with preparation. Volt-scale negative shifts do occur in such devices under negative bias and light, but positive charge trapped at or in the insulator can cause them as well. The 4.00 V found here is what the assumed donors would produce, not a prediction for a particular device. One assumption that may fail in practice is the absence of back-surface charge, since an unprotected back surface exchanges charge with adsorbed gases. A change of $10^{11}\ {\rm cm^{-2}}$ there moves the result by 0.54 V, or 13\% of the shift. The assumed deep states move it by about 2\%, but this figure follows the chosen $g$: twice that density gives about 5\%, and ten times that density about 25\%, or $-1.0$ V.

The other effects estimated here are smaller for these numbers. Raising the temperature to 360 K with the donor charge held fixed changes the shift by less than 0.1 mV at fixed back density, by about 3 mV at fixed $n_s$, and by about 6 mV for the depletion edge with shallow donors. A single-electron donor level 0.1 eV below the band is neutral in 0.2\% of cases at the back surface, and less often elsewhere. These neutral donors already outnumber $n_c$, so the bound derived for fully ionized donors no longer applies: the shift is smaller in magnitude than the two-term value by about 0.8 mV. The effect grows quickly with depth, because the Fermi level at the back lies only 0.28 eV below the band for $n_c=10^{14}\ {\rm cm^{-3}}$. A level at 0.2 eV reduces the magnitude of the shift by about 50 mV and one at 0.3 eV by about 1.7 V. The law therefore needs donor levels well above the Fermi level at the back surface. Quantum confinement of the electrons at the back, computed for an effective mass of 0.35 electron masses and a hard wall at $x=d$, adds about 3 mV at fixed $n_s$; a finite barrier of 1 to 3 eV lowers this to a little over 2 mV. At the full-depletion voltage after stress the insulator field is 0.56 MV/cm, well below the breakdown field of good silicon dioxide, which is roughly 10 MV/cm. The full numerical output follows this text.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Film thickness: 40 nm
Insulator thickness: 100 nm
Film relative permittivity: 10 (none)
Insulator relative permittivity: 3.9 (none)
Donor charge density before: 1e+17 cm^-3
Added donor charge density: 2e+17 cm^-3
Back electron density criterion: 1e+14 cm^-3
Electron mass ratio: 0.35 (none)
Temperature: 300 K
Gate work function minus affinity: 0.5 eV
Thermal voltage: 25.85 mV
Band density of states: 5.196e+18 cm^-3
Insulator capacitance: 0.03453 uF/cm^2
Added charge per area: 0.1282 uC/cm^2
Linear term: -3.7118 V
Quadratic term: -0.28952 V
Total shift, formula: -4.00134 V
Total shift, Poisson: -4.00167 V
Full-depletion voltage before: -1.7806 V
Full-depletion voltage after: -5.7823 V
Electron term before: 0.7774 mV
Electron term after: 0.4553 mV
Bound on electron term: 2.001 mV
Shift change on halving mesh: -9.1e-05 uV
Poisson shift at 10 nm: -0.94605 V
Poisson shift at 20 nm: -1.9283 V
Poisson shift at 30 nm: -2.9467 V
Poisson shift at 40 nm: -4.0013 V
Poisson shift at 50 nm: -5.0922 V
Poisson shift at 60 nm: -6.2192 V
Thickness where terms are equal: 512.8 nm
Ramp-profile shift, formula: -4.0979 V
Ramp-profile shift, Poisson: -4.0979 V
Fixed sheet density criterion: 1e+08 cm^-2
Fixed-sheet extra, formula: 14.2 mV
Fixed-sheet extra, Poisson: 14.19 mV
Depletion-edge extra, formula: 28.4 mV
Depletion-edge extra, Poisson: 28.37 mV
Back sheet density tried: 1e+11 cm^-2
Shift from back sheet: -0.5364 V
Deep-state density tried: 5e+16 cm^-3 eV^-1
Deep-state length: 105.1 nm
Extra shift from deep states: -0.09371 V
Higher temperature tried: 360 K
Shift change when hot: -0.028 mV
Degeneracy extra, edge criterion: 0.351 mV
Confinement extra, sheet criterion: 2.78 mV
Donor depth tried: 0.1 eV
Neutral donor fraction at back: 0.0018 (none)
Insulator field after: 0.557 MV/cm
Largest film field after: 0.217 MV/cm
Tunnel barrier tried: 3 eV
Tunnel mass ratio tried: 0.4 (none)
Tunnelling exponent: 403 (none)
Band gap tried: 3.1 eV
Front Fermi level above valence band: 2.39 eV
\end{verbatim}
